Why Green's-Function Recursion Survives Singular Hopping Blocks in a Graphene Ribbon

**Question.** A ribbon is cut into identical cells, and the hopping block V between neighbouring cells is singular because fewer bonds than sites connect them. The standard transfer matrix needs V⁻¹ and does not exist. Why does the Green's-function recursion, which uses the same V, still work? What does this mean for an armchair graphene ribbon seven lines wide?

**Answer**

**What the connecting bonds carry**

Use one orbital per carbon atom, orthogonal orbitals, hopping −t between nearest neighbours and zero site energy. Let the ribbon run along x and measure x in bond lengths. In each cell, of length 3, the odd lines 1, 3, 5, 7 have atoms at x = 1 and 2, and the even lines 2, 4, 6 have atoms at x = 0.5 and 2.5. This makes M = 14 sites. The bonds leaving the cell to the right run along the even lines, from 2.5 to 3.5, so there are three.

Call the three atoms at x = 2.5 the set R and the three at x = 0.5 the set L. The block V from cell n to cell n+1 has three nonzero elements, each −t, joining an R site to the L site of the same line in the next cell. They lie in different rows and columns, so V has rank r = 3.

With H0 the Hamiltonian of one cell, the Schrödinger equation in cell n is

(E − H0)ψₙ = Vψₙ₊₁ + V†ψₙ₋₁.  (1)

A standard transfer matrix would take ψₙ₋₁ and ψₙ as given and solve for ψₙ₊₁:

Vψₙ₊₁ = (E − H0)ψₙ − V†ψₙ₋₁.  (2)

Two things go wrong. The eleven rows of V outside R are zero, so the right side must vanish there: eleven conditions on data that were supposed to be free. The eleven columns outside L are also zero, so eleven amplitudes of ψₙ₊₁ do not appear at all. General data have no solution, and admissible data have many. The map itself is missing, not merely a formula for it.

At E = 0.80 eV with t = 2.7 eV, one random choice of ψₙ₋₁ and ψₙ left a misfit of 0.957 relative to the norm of the right side, even for the best ψₙ₊₁. For a true state of a seven-cell slab driven at its ends, equation (2) was solvable, but its smallest-norm solution differed from the true next layer by 0.702 of that layer's norm.

The missing amplitudes are fixed, except at special energies, by the equation of the next cell, which (2) does not use. A transfer matrix treats the ribbon as an initial-value problem and asks one bond layer for more information than it carries. A Green's function answers another question: how does a piece of ribbon respond to a source? A site without a connecting bond then simply passes nothing directly to the next cell.

**The recursion and why its inverses exist**

Let z = E + iη with η > 0. Suppose the Green's function G⁽ⁿ⁾ of cells 1 to n is known, and add cell n+1. Let a denote the old cells together and b the new one. The b column of (z − H)G = 1 reads

(z − Hₐ)Gₐᵦ − VₐᵦGᵦᵦ = 0,
−VᵦₐGₐᵦ + (z − Hᵦ)Gᵦᵦ = 1.

The first line gives Gₐᵦ = G⁽ⁿ⁾VₐᵦGᵦᵦ. Only cell n touches the new cell, so inserting this in the second line leaves just the last-cell block gₙ of G⁽ⁿ⁾:

gₙ₊₁ = (z − Hₙ₊₁ − V†gₙV)⁻¹,  (3)
G₁,ₙ₊₁ = G₁,ₙ V gₙ₊₁.  (4)

In (4), each end-to-end block belongs to the slab that ends at its second index. V is multiplied, never inverted. What remains to be shown is that the matrix in (3) can be inverted.

For a square matrix X define Im X = (X − X†)/(2i), which is Hermitian. Write A = z − H − Σ with H Hermitian and Σ = V†gₙV. Then

Im A = η − Im Σ.

Assume Im gₙ ≤ 0, meaning that it has no positive eigenvalue. Then Im Σ = V†(Im gₙ)V ≤ 0 for any V, and Im A ≥ η. For any vector x,

‖x‖ ‖Ax‖ ≥ |x†Ax| ≥ x†(Im A)x ≥ η‖x‖².

Hence ‖Ax‖ ≥ η‖x‖: no nonzero vector is sent to zero, A is invertible, and ‖A⁻¹‖ ≤ 1/η. The assumption reproduces itself, because

Im A⁻¹ = A⁻¹(A† − A)(A⁻¹)†/(2i) = −A⁻¹(Im A)(A⁻¹)† ≤ 0.

The first cell has Σ = 0, so the induction starts. The rank of V never enters. In the extreme case V = 0, equation (3) correctly returns the response of an isolated cell.

The low rank even saves work. Σ is nonzero only on the L sites, where

Σ(Lᵢ, Lⱼ) = t² gₙ(Rᵢ, Rⱼ),

so a 3×3 piece of the 14×14 matrix gₙ is all that equation (3) needs from the earlier cells.

**From the Green's function to the current**

Attach half-infinite clean leads. If g is the end-cell Green's function of the lead concerned, the left lead adds Σ_L = V†gV to the first device cell and the right lead adds Σ_R = VgV† to the last. Define Γ = i(Σ − Σ†) for each.

A wave φₖ of the isolated right lead acts on the last cell as a source Vφₖ and produces ψₖ = G₁ₙVφₖ in the first of the n device cells. Since Σ_L acts there as an added non-Hermitian Hamiltonian, probability leaves to the left at the rate ψₖ†Γ_Lψₖ/ħ. For η → 0, the sum of 2πδ(E − Eₖ)φₖφₖ† over lead states is i(g − g†), so the sources add up to Γ_R. The outflow per unit energy is therefore T/(2πħ) = T/h, with

T = Tr[Γ_L G₁ₙ Γ_R G₁ₙ†].  (5)

With two spins, the low-bias conductance at zero temperature is (2e²/h)T. Both Γ matrices have rank at most three, so at most three independent waves get through, and current conservation limits each to probability one. Thus T ≤ 3: the number of connecting bonds caps the conductance.

**A smaller transfer matrix does exist**

Let l and r now denote the three amplitudes on L and on R, and let h be the eleven amplitudes outside L, which include r. Take the rows of (1) for cell n+1 outside R, where Vψₙ₊₂ vanishes:

D hₙ₊₁ = [V†ψₙ]_notR − (E − H0)[notR, L] lₙ₊₁,
D = (E − H0)[notR, notL].

The term V†ψₙ contains only −t rₙ. If D is invertible, lₙ₊₁ and rₙ therefore determine the whole of ψₙ₊₁, including rₙ₊₁. The R rows then give −t lₙ₊₂ = [(E − H0)ψₙ₊₁]_R. This is a 6×6 map from (lₙ₊₁, rₙ) to (lₙ₊₂, rₙ₊₁).

When is D invertible? On each column of atoms use transverse waves sin(θj), with j the line number and θ = pπ/8. Since

sin θ(j+1) + sin θ(j−1) = 2 cos θ sin θj,

and the sine vanishes at j = 0 and 8, the missing neighbours outside the edges cause no error. For p = 1, 2, 3 the waves have equal norm on odd and even lines, so each p forms a separate chain

L —a— O —t— O′ —a— R —t— next L, with a = 2t cos(pπ/8),

where O and O′ are the odd-line columns. For p = 4 the wave vanishes on the even lines, which leaves one isolated O–O′ pair, a dimer, with energies ±t.

For one chain, order the rows of D as L, O, O′ and the columns as O, O′, R. The rows are (a, 0, 0), (E, t, 0) and (t, E, a). The matrix is triangular, with determinant ta². The dimer contributes E² − t². The product of 2cos(pπ/8) over p = 1, 2, 3 is √2·√2 = 2, so

|det D| = 4t⁹|E² − t²|.

In the clean ribbon the reduced matrix therefore exists except at E = ±t. There the dimer amplitude is undetermined, but it is also disconnected and can be removed by hand.

The two descriptions also agree on the modes. Seek ψₙ proportional to λⁿ. Along a chain the hoppings alternate between a and t, with two such pairs per cell. If λ = e^{ik}, each pair advances the phase by k/2, and

E² = (a + t e^{ik/2})(a + t e^{−ik/2}) = a² + t² + 2at cos(k/2).  (6)

At 0.80 eV the p = 3 chain has a real k and |λ| = 1 in both directions. The other two chains decay or grow by factors 0.6153 or 1.6252 and 0.3158 or 3.1666 per cell. These are the six finite nonzero factors. The full 14-site problem, λ²Vφ − λ(E − H0)φ + V†φ = 0, has 28 factors: the other 22 are eleven zeros, with V†φ = 0, and eleven infinities, with Vφ = 0.

Slicing matters too. One column of atoms at a time gives a 3×4 block between the first two columns of the seven-line ribbon, which has no inverse. With eight lines that block is 4×4 with rank 4, and the horizontal bonds also join columns of four, so a column-by-column transfer matrix exists, although the cell block is still 16×16 with rank 4.

**Numbers for a gated ribbon**

Take a bond length of 0.142 nm and t = 2.7 eV, both rough typical values for graphene. The width is 6 × (√3/2) × 0.142 = 0.738 nm and the cell length 3 × 0.142 = 0.426 nm. Put the Fermi energy at 0.80 eV above midgap and raise all site energies by U = 0.14 eV over ten cells, or 4.26 nm.

From (6), the lowest conduction band starts at t − a for p = 3, which is 0.6335 eV. The electron is 0.1665 eV above this edge in the leads, but only 0.0265 eV above it inside the barrier. Its wavelength changes at both ends, and it is partly reflected at each. The two reflections interfere, so T also depends on the length of the barrier. The recursion gives

T = 0.5314,  G = (2e²/h)T = 41.17 μS.

Raising η from 10⁻⁸ to 10⁻⁶ eV changes T by −2.3×10⁻⁵. Without the barrier, T is 0, 1, 2 and 3 at 0.30, 0.80, 1.50 and 2.50 eV, equal to the number of bands available for motion in one direction. The last value reaches the cap set by the three bonds.

To see the singular limit directly, add eleven artificial bonds of strength ε between neighbouring cells, in the leads as well, so that V becomes invertible. For ε = 10⁻³ eV the standard transfer matrix has norm 7.11×10³, and T from the recursion shifts by 5.8×10⁻³. For ε = 10⁻⁶ eV the norm is 7.11×10⁶ and the shift 5.8×10⁻⁶. One method diverges as 1/ε, while the other approaches its value at ε = 0 linearly.

The recursion does not rely on separate transverse modes. With no gate barrier, but random site energies within ±0.3 eV on ten cells, one sample gave T = 0.946129. Matching incoming and outgoing waves with the reduced transfer matrix gave 0.946130.

**Where trouble can still arise**

The proof needs η > 0. For a closed slab at real energy, the recursion breaks down when E is an eigenvalue of one of the partial slabs it builds. This is a matter of energy, not of the rank of V. At E = t even a single cell is affected twice. One state is the dimer. The other belongs to p = 2, where a² = 2t²: for amplitudes x on the outer sites and y on the inner ones, antisymmetric about the centre, Ex = −ay and Ey = −ax + ty, so E(E − t) = 2t²; the symmetric combination gives E(E + t) = 2t², which has the root E = t.

At this energy, open leads broaden the chain states but not the dimer, which never touches them, so ‖g‖ reaches its bound 1/η. The program finds the end-cell Green's functions of the leads by eliminating isolated slabs of 1, 3, 7, … cells, and these have eigenvalues at E = t. A very small η leaves their inverses nearly singular and amplifies rounding errors, while a moderate η absorbs some current. With the barrier in place, the recursion returns T = 2.9860 at E = t for η = 2×10⁻⁴ eV. Combining it with the value at twice that η, as 2T(η) − T(2η), cancels the linear part of the absorption and gives 2.9982. Solving the three transverse chains separately, with negligible broadening, gives 2.9979, so the remaining error is about 3×10⁻⁴. Most of it is rounding in the elimination of the lead slabs: with lead self-energies built from the decaying modes of the lead instead, T is 2.9858 at this η and the extrapolation gives 2.9978.

The reduced transfer matrix has a different weakness: its growing solutions. The probability current through a bond layer is (2t/ħ) Im(rₙ†lₙ₊₁), and the matrix product across a barrier should conserve it. Write Im(rₙ†lₙ₊₁) as a quadratic form with matrix K, whose nonzero elements have size 1/2. At 0.80 eV with the same U, the product P over ten cells has norm 1.3×10⁵ and violates P†KP = K by at most 4.9×10⁻⁸ in any element. Over sixty cells the norm is 4.9×10³⁰ and the violation 6.3×10⁴³: the defect scales as ‖P‖² and appears even when the exact product is merely rounded to double precision. It overstates the damage for short products: at twenty cells it is already about 10³, while wave matching with P still gives T to five digits. At thirty cells, however, that T is wrong in the first digit, and at sixty it is meaningless. The recursion still agrees with the separate scalar chains to 5.0×10⁻⁶ in T. Removing the singularity of V therefore does not by itself make long transfer products reliable.

**How close this is to a real ribbon**

Seven-line armchair graphene ribbons have been made, but 41 μS is a model result, not a prediction for a device. The assumed carrier density in the leads, 8.4×10¹³ cm⁻², is high: an ordinary oxide gate reaches roughly 10¹³ cm⁻². With equal hopping on all bonds, thermal smearing at 300 K gives 41.70 μS. The small change is special to this barrier: T runs from 0.28 to 0.82 within ±kT of the Fermi energy but rises almost linearly, so the average stays close. For fourteen cells, smearing lowers the conductance from 49.0 to 43.1 μS. Edge bonds matter more. Strengthening them by 12 %, a rough value, widens the gap from 1.267 by 0.268 eV and lifts the band edge to about 0.77 eV. At fixed E and U, the electron would then have to tunnel through the barrier, and the model conductance would fall to about 0.3 μS at zero temperature and 1.6 μS at 300 K. Second- and third-neighbour hoppings of 0.1 and 0.2 eV, again rough, change the gap by only 0.002 eV at this particular width, where the bulk and edge contributions of the third-neighbour term nearly cancel (−0.166 and +0.171 eV to first order). The second-neighbour term also moves midgap by about 0.25 eV; with E measured from the new midgap, the conductance is 44 to 45 μS, depending on the sign of that term. These hoppings raise the rank of V to 7, still below 14.

The Coulomb energy at a distance of one ribbon width, with an assumed relative permittivity of 4, is 0.49 eV. This is larger than the 0.1665 eV between the band edge and the Fermi energy, so interactions could move the edge by an amount that matters. Tunnelling spectroscopy on such ribbons on gold finds a gap of roughly 2.3 to 2.4 eV, and 0.80 eV above midgap would lie inside it. Contacts can matter greatly too: if a contact resistance of 1 MΩ simply added to the 24 kΩ of the model with equal bonds, about 1 μS would remain. Phonons and self-consistent electrostatics are also left out. All these effects can change the conductance. The argument for the recursion applies to any model with Hermitian cell blocks and coupling only between neighbouring cells: with η > 0, its inverses exist for every V. If a coupling reaches further, larger cells must be chosen first. Most of the computed values are collected in the numerical output below.

Computed results

```
sites per cell 14, connecting bonds 3, rank of V 3
t = 2.7 eV, bond = 0.142 nm, E = 0.8 eV, U = 0.14 eV
ribbon width 0.738 nm, cell length 0.426 nm
barrier: 10 cells, 4.26 nm
conditions on the data 11, free amplitudes 11
relative misfit for random data 0.957
relative gap between two valid next layers 0.702
pencil factors: 11 zero, 11 infinite, 6 finite nonzero
reduced 6x6 matrix, |lambda|: 0.3158 0.6153 1.0000 1.0000 1.6252 3.1666
weak bonds 1e-03 eV: transfer-matrix norm 7.11e+03, change of T 5.8e-03
weak bonds 1e-06 eV: transfer-matrix norm 7.11e+06, change of T 5.8e-06
largest eta*norm(g), energy scan 1.0000; at E = t 1.000000
rank of the lead self-energy 3
E = 0.30 eV: channels 0, clean T 0.00000, barrier T 0.00000
E = 0.80 eV: channels 1, clean T 1.00000, barrier T 0.53140
E = 1.50 eV: channels 2, clean T 2.00000, barrier T 1.95199
E = 2.50 eV: channels 3, clean T 3.00000, barrier T 2.99834
slab cells : eigenvalues at E = t   1:2, 2:2, 3:6, 4:4, 7:10
barrier T at E = t: 2.9860 at eta = 2e-04 eV, 2.9982 extrapolated
disorder within +-0.3 eV: recursion T 0.946129, wave matching T 0.946130
10 cells: reduced product norm 1.3e+05, flux defect 4.9e-08, recursion error 2.3e-07
60 cells: reduced product norm 4.9e+30, flux defect 6.3e+43, recursion error 5.0e-06
7 lines: column block 3x4 rank 3; cell block 14x14 rank 3
8 lines: column block 4x4 rank 4; cell block 16x16 rank 4
barrier conductance at 0 K: 41.174 uS = 0.53140 x 2e^2/h
shift of T, eta 1e-8 to 1e-6 eV: -2.3e-05
barrier conductance at 300 K: 41.70 uS, mesh shift -3.7e-07 uS
gap 1.2670 eV, band edge 0.6335 eV, (E - edge)/kT at 300 K 6.44
edge bonds x 1.12: gap change +0.2684 eV
2nd, 3rd neighbour hopping 0.1, 0.2 eV: rank of V 7, gap change +0.0017 eV
Coulomb scale at ribbon width, eps_r = 4: 0.49 eV
lead carriers at 0 K: 0.619 per nm, 8.39e+13 per cm2
```
